# Pseudo-Jahn-Teller instability of a two-electron oxygen-p and metal-d unit, part 2

An oxygen ion in an oxide can leave its symmetric position when the displacement mixes a filled oxygen p orbital with an empty metal d orbital. The coordinate \(Q\) measures the displacement from the symmetric structure, \(Q=0\). A symmetry operation, which may be a lattice translation if the pattern alternates through the crystal, makes \(Q\) equivalent to \(-Q\). The nuclei are classical for now, and the electrons are in their lowest state at each \(Q\). Energies are in eV and lengths in nm.

The bare stiffness \(K_0>0\) is the second derivative of the energy with the p-d mixing switched off. The full p-d gap at \(Q=0\) is \(\Delta\), and each electron has the mixing element \(\lambda Q\). With zero of energy midway between the levels, the Hamiltonian of each electron is

\[
h(Q)=\begin{pmatrix}-\Delta/2&\lambda Q\\ \lambda Q&+\Delta/2\end{pmatrix},
\]

with lower level \(-S/2\). Two electrons of opposite spin, without repulsion, give

\[
E(Q)=\frac12K_0Q^2-S(Q),\qquad S(Q)=\sqrt{\Delta^2+4\lambda^2Q^2},
\]

with curvature \(K=K_0-4\lambda^2/\Delta\) at \(Q=0\), quartic coefficient \(2\lambda^4/\Delta^3\), and slope \(E'=Q(K_0-4\lambda^2/S)\). The centre is unstable when \(f>1\), where

\[
f=\frac{4\lambda^2}{K_0\Delta}.
\]

In terms of two-electron states, the mixing connects the state with both electrons in p to the singlet with one electron in each orbital. The matrix element is \(\sqrt2\,\lambda Q\).

One illustration is a straight metal–oxygen–metal line with bond length \(r\) at \(Q=0\) and the p orbital along it. The even combination of the two d orbitals couples to p through the difference of the two hopping elements, which vanishes at \(Q=0\). The odd combination mixes with p even at \(Q=0\).

The example has \(\Delta=6\) eV, \(\lambda=58\) eV/nm and \(K_0=2000\) eV/nm². Then \(4\lambda^2/\Delta\approx2243\) eV/nm², the curvature at the centre is −243 eV/nm², and \(f\approx1.121\).

### Where the ion goes

For \(f>1\) the slope vanishes away from the centre when \(S=4\lambda^2/K_0=f\Delta\). Squaring gives \(\Delta^2+4\lambda^2Q_0^2=f^2\Delta^2\), hence

\[
Q_0=\frac{\Delta}{2\lambda}\sqrt{f^2-1}
\]

for positive \(\lambda\), with an equivalent minimum at \(-Q_0\). In numbers,

\[
Q_0=\frac{6}{2\times58}\sqrt{1.121^2-1}\ \text{nm}\approx0.026\ \text{nm}.
\]

The gap in the displaced structure is \(f\Delta\approx6.73\) eV. This equals the critical gap \(4\lambda^2/K_0\), because the ion moves out until the widened gap has weakened the electronic push to the level of the bare restoring force.

The energy balance follows from the same relation. The electronic gain is \(S(Q_0)-\Delta=\Delta(f-1)\). For the elastic cost, use \(K_0/(4\lambda^2)=1/(f\Delta)\):

\[
\frac12K_0Q_0^2=\frac{K_0\Delta^2(f^2-1)}{8\lambda^2}
=\frac{\Delta(f^2-1)}{2f}.
\]

The depth of the well below the symmetric point is gain minus cost:

\[
E(0)-E(Q_0)=\Delta(f-1)\left[1-\frac{f+1}{2f}\right]
=\frac{\Delta(f-1)^2}{2f}.
\]

The example gains 728 meV and pays 689 meV, which leaves 39 meV. The well is a small difference of two large energies, and its depth is sensitive to the parameters. At fixed \(\Delta\), a small relative change of \(f\) changes the depth by a relative amount \((f+1)/(f-1)\approx17\) times as large; for the gain alone the factor is \(f/(f-1)\approx9\).

The stiffness inside a well comes from differentiating \(E'\) once more:

\[
E''(Q)=K_0-\frac{4\lambda^2}{S}+\frac{16\lambda^4Q^2}{S^3}.
\]

At \(Q_0\) the first two terms cancel. In the third, \(4\lambda^2Q_0^2=S^2-\Delta^2\) and \(4\lambda^2/S=K_0\), so

\[
E''(Q_0)=K_0\left(1-\frac1{f^2}\right)\approx409\ \text{eV/nm}^2 .
\]

The ion is held about five times more softly than the bare stiffness suggests.

The amount of mixing needed is modest. The derivative of the lower level \(-S/2\) with respect to \(\Delta\), at fixed \(\lambda Q\), equals the expectation value of \(\partial h/\partial\Delta\), which is half the d weight minus half the p weight. The derivative is \(-\Delta/(2S)\). The p weight thus exceeds the d weight by \(\Delta/S=1/f\). Since the weights add to one, the d weight per electron is

\[
w_d=\frac12\left(1-\frac1f\right)\approx0.054 .
\]

As a limit, let \(f=1+\epsilon\) with small positive \(\epsilon\). Then \(Q_0\approx(\Delta/2\lambda)\sqrt{2\epsilon}\), the depth is about \(\Delta\epsilon^2/2\), and the stiffness in the well is about \(2K_0\epsilon\). All three go to zero at threshold, so the displaced structure grows continuously out of the symmetric one.

### Adding electron repulsion

Let two electrons in p repel with energy \(U_p\), two in d with \(U_d\), and one in each with \(V\). Exchange and pair-hopping integrals are left out. The orbital gap, before repulsion is counted, is now called \(\Delta_{\rm orb}\). At \(Q=0\) the three singlet configurations have energies

\[
E_{pp}=-\Delta_{\rm orb}+U_p,\qquad E_{pd}=V,\qquad E_{dd}=\Delta_{\rm orb}+U_d .
\]

The energy needed to lift one electron is

\[
D=E_{pd}-E_{pp}=\Delta_{\rm orb}+V-U_p .
\]

I assume that pp is the lowest configuration. The matrix element \(\sqrt2\lambda Q\) from the first half does not change, because it depends on the states and not on their energies. Second-order perturbation theory gives \(-2\lambda^2Q^2/D\), and the condition becomes

\[
\frac{4\lambda^2}{D}>K_0 .
\]

With exchange and pair hopping left out, the gap in the condition is the energy of the neutral singlet excitation. Pair hopping would mix dd into the ground state already at \(Q=0\) and change the coupling matrix element, so the excitation energy and \(\lambda\) alone would no longer fix the softening. To see the consequence, take \(U_p=5\) eV, \(U_d=3\) eV and \(V=3\) eV with \(\Delta_{\rm orb}=8\) eV. Then \(D=8+3-5=6\) eV, and the curvature is −243 eV/nm² as before. Had the orbital gap been used, the ratio would have been \(13456/(8\times2000)\approx0.84\), and the unit would have been declared stable.

The doubly excited configuration enters in fourth order. Relative to pp its energy is \(2D+w\), where

\[
w=U_p+U_d-2V .
\]

With \(g=\sqrt2\lambda Q\), the matrix in the order pp, pd, dd is

\[
\begin{pmatrix}0&g&0\\ g&D&g\\ 0&g&2D+w\end{pmatrix}.
\]

Eliminating the dd and pd amplitudes gives, for an eigenvalue \(e\) near zero,

\[
e\left[e-D-\frac{g^2}{e-2D-w}\right]=g^2 .
\]

Set \(e=-g^2/D+e_4\), where \(e_4\) is of order \(g^4\). In the last term of the bracket \(e\) may be dropped beside \(2D+w\). The terms of order \(g^4\) are

\[
-De_4+\frac{g^4}{D^2}-\frac{g^4}{D(2D+w)}=0 ,
\]

so that

\[
e_4=\frac{g^4}{D^3}\,\frac{D+w}{2D+w}.
\]

For \(w=0\) the last fraction is one half. With \(g^4=4\lambda^4Q^4\), the earlier quartic term \(2\lambda^4Q^4/D^3\) returns. In the example \(w=5+3-6=2\) eV, and the fraction is \(8/14\approx0.57\), so the quartic term is 14 per cent larger. Numerical diagonalization and minimization give a displacement of 0.025 nm and a depth of 35 meV, compared with 0.026 nm and 39 meV without this change.

The formula also marks a limit of the threshold picture. If \(-2D<w<-D\), pp is still the lowest configuration, but the quartic term is negative. At \(4\lambda^2/D=K_0\) the energy then falls away from the centre, and a lower displaced state exists before the centre becomes locally unstable. The condition still gives the sign of the curvature, but it no longer decides which structure has the lowest energy. Plain Coulomb repulsion does not reach this range. There \(w\) is twice the electrostatic energy of the difference between the p and d charge densities, and it cannot be negative. The case requires effective interactions that include some further attraction.

### A spread of gaps

In a crystal the p and d levels are bands. As a simple substitute, let the gaps be spread evenly from 4 to 8 eV, with one average unit in place of the sharp 6 eV level pair, and hold \(\lambda\) and \(K_0\) fixed. Repulsion is again left out. The electronic energy is the average of \(-S\), and the softening contains the average of \(1/\Delta\):

\[
\left\langle\frac1\Delta\right\rangle=\frac14\int_4^8\frac{d\Delta}{\Delta}
=\frac{\ln2}{4}\approx0.173\ \text{eV}^{-1}.
\]

This exceeds \(1/6\) because small gaps count more than large ones. The ratio rises from 1.121 to \(13456\times0.1733/2000\approx1.166\). That is a change of 4 per cent, but the depth depends on the distance from threshold. Minimizing the averaged energy, with the average done by numerical quadrature, gives 62 meV, more than half as much again as the sharp-gap value.

### Forces that are not harmonic

The displacement of 0.026 nm is not small beside the lengths over which short-range forces change. On the metal–oxygen–metal line, let the core repulsion of each bond fall as \(e^{-r/\rho}\). When the ion moves by \(Q\), one bond contributes a factor \(e^{Q/\rho}\) and the other \(e^{-Q/\rho}\). Their sum is proportional to \(\cosh(Q/\rho)\). If this repulsion supplies the whole of \(K_0\), the bare energy is

\[
K_0\rho^2\left[\cosh\frac Q\rho-1\right]
=\frac12K_0Q^2+\frac{K_0}{24\rho^2}Q^4+\cdots .
\]

Hopping that falls as \(e^{-r/\ell}\) enters as a difference of two bonds, which replaces \(\lambda Q\) by

\[
\lambda\ell\sinh\frac Q\ell=\lambda Q\left(1+\frac{Q^2}{6\ell^2}+\cdots\right).
\]

Within the two-level model, neither change alters the curvature at \(Q=0\), so the instability condition stands. The quartic terms do change. With the round values \(\rho=0.03\) nm and \(\ell=0.05\) nm, the repulsion adds

\[
\frac{2000}{24\times0.03^2}\approx0.93\times10^5\ \text{eV/nm}^4
\]

to the electronic quartic coefficient of \(1.05\times10^5\) eV/nm⁴. The hopping correction makes the square of the mixing larger by the factor \(1+Q^2/(3\ell^2)\). It therefore contributes

\[
-\frac{2\lambda^2}{3\ell^2\Delta}=-\frac{1121}{3\times0.05^2}
\approx-1.5\times10^5\ \text{eV/nm}^4 .
\]

These corrections are comparable in size to the term they correct. Numerical minimization of the full expressions gives:

| Energy used | \(Q_0\) (nm) | Depth (meV) |
|---|---:|---:|
| harmonic, linear coupling | 0.026 | 39 |
| exponential repulsion | 0.018 | 19 |
| exponential repulsion and hopping | 0.033 | 71 |

Exponential hopping combined with the harmonic bare energy is not listed, because that energy falls without limit at large \(Q\).

The table shows how sensitive the depth is to the quartic terms. It is not a full calculation for the line of three atoms, because the odd combination of d orbitals is left out. With these values of \(\lambda\) and \(\ell\), that combination would mix with p by \(\lambda\ell=2.9\) eV at \(Q=0\), which is not weak beside a gap of 6 eV. If it is included at the same gap, the three levels together lower the curvature by \(8\lambda^2/S_0\approx3225\) eV/nm², with \(S_0=\sqrt{\Delta^2+4\lambda^2\ell^2}\approx8.35\) eV. Half of this arises with the electrons frozen in their state at \(Q=0\) and belongs to the bare stiffness. The response through the even combination is only \(4\lambda^2/S_0\approx1612\) eV/nm², less than 2243 eV/nm². If 2000 eV/nm² is the frozen-electron stiffness, the line is stable; if it is the core repulsion alone, the line is strongly unstable. The bare stiffness must therefore be defined anew.

The two-level model gives the condition for leaving the centre; in the variants of the table its depth falls or rises by a factor of about two.

### Quantum motion of the oxygen

So far the nucleus has been a classical particle. For one oxygen ion of mass 16 u moving in the original double well, I solve the one-dimensional Schrödinger equation on a grid. The lowest level lies 15 meV above the bottom of the wells, and the barrier top lies at 39 meV. The displaced minima thus survive zero-point motion here. The first two levels are split by 0.4 meV through tunnelling. This depends on the shape of the well: in the 19 meV well of the table the lowest level lies at 13 meV, the splitting is 5 meV, and the probability density at the centre is two thirds of its peak value. A state localized in one well is a combination of both levels and is not stationary.

Close to threshold this changes. With \(f=1+\epsilon\), the depth falls as \(\epsilon^2\), while the harmonic quantum in a well falls as the square root of its stiffness, that is, as \(\sqrt\epsilon\). For small enough \(\epsilon\) the well is shallower than the quantum, and a classical minimum no longer implies a displaced ion. The condition \(f>1\) is a statement about the energy surface.

### Temperature and field

At 300 K the thermal energy \(k_BT\) is 26 meV. The Boltzmann factor for the barrier top relative to the well bottom is \(e^{-39.4/25.9}\approx0.22\). An isolated unit would pass between its wells readily and could not store a bit. Thermal excitation of the electrons, by contrast, is negligible. Four two-electron states have one electron in each orbital, an energy \(\Delta\) above the ground state, and their joint weight \(4e^{-\Delta/k_BT}\) is of order \(10^{-100}\) at \(Q=0\).

An electric field favours one well if \(Q\) is a polar displacement. For a field of 2 MV/cm, which is 0.2 V/nm, and a formal oxygen charge of magnitude \(2e\), the energy over the distance \(Q_0\) is

\[
2\times0.2\times0.026\ \text{eV}\approx10\ \text{meV}.
\]

To first order in the field one well goes down by this amount and the other goes up. That is a quarter of the depth, so the field is a sizeable disturbance but does not remove the upper well at this order of estimate. The true dynamical charge may differ from the formal one. If neighbouring oxygens move in opposite directions, their contributions cancel in pairs.

### What this says about hafnia

In hafnia the upper valence states are mainly oxygen p and the lower conduction states mainly hafnium d, with a band gap of very roughly 6 eV. The chosen \(\Delta\) is close to that gap, which makes it low for an average p-d separation over whole bands. If \(\lambda\) and \(K_0\) are kept, an effective separation above 6.7 eV would already remove the instability. The coupling and stiffness are round effective values chosen to give a displacement of a few hundredths of a nanometre; they are not computed for hafnia, and the depth is no prediction for it. Each oxygen in the cubic structure has four hafnium neighbours, so the straight line of three atoms serves as an illustration of the coupling and not as its geometry.

The soft oxygen mode of cubic hafnia is antipolar: neighbouring rows of oxygen move in opposite directions. If the bare stiffness for such a pattern is positive and p-d mixing outweighs it, the present condition describes the loss of stability, with a lattice translation as the operation that reverses \(Q\). Whether this is the cause in hafnia is not shown here. An antipolar instability does not by itself give a switchable polarization. The polar phase used in memory capacitors involves further displacements and strain, coupled to one another.

Real capacitor films do not consist of isolated units. Coupling between units, left out here, is what can make many ions choose the same pattern and hold it at a temperature where one unit would not. It also changes the stiffness, because \(K_0\) then depends on how the displacements alternate through the crystal. The size of that change cannot be obtained from this model. The harmonic and linear assumptions fail too: in the two variants tried above, the depth became 19 and 71 meV instead of 39 meV. To use the condition for a given material, \(K_0\), \(\lambda\) and the excitation energy must therefore refer to the same displacement pattern, and every value of \(f\) allowed by the errors of \(\lambda^2\), \(K_0\) and the gap must lie on the same side of 1 before the sign of the curvature can be trusted.
